\section*{Pseudopotential changes and the potential lineup in Schottky barrier calculations}

\section{What symmetry and dimensions require}

A periodic bulk calculation has no absolute zero of energy. Adding a constant to its Hamiltonian changes neither its density nor any energy difference. A Schottky barrier computed from a metal bulk, a semiconductor bulk and an interface supercell must therefore be unchanged when three independent constants are added to the three calculations. A bulk level may enter only relative to a potential of the same bulk calculation, and the two reference potentials must be compared within the supercell.

Let $\bar V_X$ be the cell average of the local ionic plus Hartree potential in material $X$, with $X=M$ for the metal and $X=S$ for the semiconductor. All potentials here are potential energies of an electron. With
\begin{equation}
\epsilon_M=(E_F-\bar V_M)_{\rm bulk},\qquad
\epsilon_S=(E_v-\bar V_S)_{\rm bulk},\qquad
L=(\bar V_M-\bar V_S)_{\rm int},
\end{equation}
each quantity is separately free of an added constant. Deep inside each slab the crystal is bulk-like up to a constant, so on the common energy scale of the supercell
\begin{equation}
E_F=\bar V_M^{\rm int}+\epsilon_M,\qquad
E_v=\bar V_S^{\rm int}+\epsilon_S .
\end{equation}
Subtraction gives the hole barrier
\begin{equation}
\Phi_p=E_F-E_v=\epsilon_M+L-\epsilon_S .
\label{eq:barrier}
\end{equation}
This assumes flat plateaus, bulk cells strained as in the slab interiors, and the same exchange-correlation functional throughout.

Dimensions fix the form of the shift caused by a new core density. Let $\delta n(r)$ be a neutral, spherical change of electron density in one atom. Its potential is linear in $e^2\delta n$, and the volume integral of that potential has dimensions of $e^2$ times length squared. The second moment supplies this length squared:
\begin{equation}
\delta\bar V\propto \frac{e^2}{\Omega}\int r^2\,\delta n\,d^3r ,
\end{equation}
where $\Omega$ is the cell volume. Poisson's equation supplies the sign and factor.

\section{The shift of the mean potential}

\subsection{Moving a local term into the nonlocal part}

An ionic pseudopotential is a sum $v_{\rm loc}+v_{\rm nl}$. Choose a short-ranged function $u_a$ for atom $a$ and set
\begin{equation}
v_{\rm loc}\to v_{\rm loc}+u_a,\qquad
v_{\rm nl}\to v_{\rm nl}-u_a .
\end{equation}
The sum is the same operator, so the density and all eigenvalues are unchanged in the bulks and at the interface. The average that is called electrostatic nevertheless moves by
\begin{equation}
\bar u_X=\frac1\Omega\sum_{a\in X}\int u_a\,d^3r .
\end{equation}
Hence $\epsilon_X\to\epsilon_X-\bar u_X$ and $L\to L+\bar u_M-\bar u_S$. In Eq.~(\ref{eq:barrier}) these changes cancel identically. In this case the barrier is exactly invariant.

\subsection{Changing the density inside the cores}

Now let the pseudo-wavefunctions differ inside the cores. Write the new states as $\psi'=U^\dagger\psi$, where $U$ is unitary, acts separately in each core, and equals one outside the cores. Unitarity conserves the charge of every state in every core:
\begin{equation}
\int_{\rm core}|\psi'|^2d^3r=\int_{\rm core}|\psi|^2d^3r .
\end{equation}
The density change $\delta n_a$ is therefore neutral. Take it to be spherical. Its Hartree potential $\delta W_a$ obeys
\begin{equation}
\nabla^2\delta W_a=-4\pi e^2\,\delta n_a ,
\end{equation}
and vanishes outside the core by Gauss's law. Since $\nabla^2r^2=6$, two integrations by parts, whose surface terms vanish, give
\begin{align}
\int\delta W_a\,d^3r
&=\frac16\int\delta W_a\,\nabla^2r^2\,d^3r
=\frac16\int r^2\,\nabla^2\delta W_a\,d^3r \nonumber\\
&=-\frac{2\pi e^2}{3}\int r^2\,\delta n_a\,d^3r .
\label{eq:moment}
\end{align}
Moving electrons outward makes the second moment positive and lowers the mean electron potential energy. As a test of Eq.~(\ref{eq:moment}), a unit Gaussian cloud of standard deviation 0.04\,nm minus one of 0.06\,nm was integrated radially; the integral and the formula agree within the asserted relative tolerance of $10^{-6}$.

For layers, let $\delta n_a(z)$ be the change per unit length in a column of area $A$, with no net charge and no dipole. Then $\delta W_a''=-4\pi e^2\delta n_a/A$, and $\delta W_a$ again vanishes outside the core. Because $(z^2)''=2$,
\begin{equation}
\int\delta W_a\,dz=\frac12\int z^2\,\delta W_a''\,dz
=-\frac{2\pi e^2}{A}\int z^2\,\delta n_a\,dz .
\label{eq:planar}
\end{equation}
For a spherical change $z^2$ averages to $r^2/3$, so the two formulas agree.

\subsection{An ionic potential that keeps the bulk bands}

Let $h=T+\sum_a v_a+W[n]$ be the self-consistent bulk Hamiltonian of the first set, with $T$ the kinetic energy and $W$ the Hartree potential. Exchange-correlation is omitted to keep the algebra short. Define the new ionic operator by
\begin{equation}
v_a'=v_a+(U_a^\dagger hU_a-h)-\delta W_a .
\label{eq:unscreen}
\end{equation}
The bracket acts only in and at the edge of the core, because $U_a=1$ elsewhere. The last term removes the Hartree potential that the new core density will create. This is unscreening in the bulk.

Use the convention that the Hartree potential has zero cell average. Then
\begin{equation}
W[n']=W[n]+\sum_a\delta W_a-\overline{\delta W},\qquad
\overline{\delta W}=\frac1\Omega\sum_a\int\delta W_a\,d^3r .
\end{equation}
For separate cores that $h$ does not couple, the brackets in Eq.~(\ref{eq:unscreen}) add up to $U^\dagger hU-h$. The new bulk Hamiltonian is
\begin{align}
h'&=T+\sum_a v_a'+W[n'] \nonumber\\
&=h+(U^\dagger hU-h)-\sum_a\delta W_a
+\sum_a\delta W_a-\overline{\delta W}\nonumber\\
&=U^\dagger hU-\overline{\delta W}.
\end{align}
Its states are $U^\dagger\psi$, which give the assumed density $n'$, so the solution is self-consistent. All its levels move by $-\overline{\delta W}$, and all gaps are unchanged.

If $u_a$ is also moved into the local part, the recorded average rises by $\bar u_X$. Both effects combine into
\begin{equation}
\epsilon_X'=\epsilon_X-D_X,
\label{eq:bulkshift}
\end{equation}
\begin{equation}
D_X=\frac1\Omega\sum_{a\in X}\left[
\int u_a\,d^3r-\frac{2\pi e^2}{3}\int r^2\delta n_a\,d^3r\right].
\label{eq:D}
\end{equation}
In the planar case with one atom per period $c$,
\begin{equation}
D_X=\frac1c\left[\int u\,dz-\frac{2\pi e^2}{A}\int z^2\delta n\,dz\right].
\end{equation}

\section{Cancellation at the interface}

Use the same atomic potentials in the supercell. Suppose first that the potential between the cores is unchanged up to one constant $C$ common to the whole supercell. Interior cells then have their bulk density changes, and their averages move by
\begin{equation}
\delta\bar V_M^{\rm int}=C+D_M,\qquad
\delta\bar V_S^{\rm int}=C+D_S .
\end{equation}
The constant drops out of the lineup, so $\delta L=D_M-D_S$. With Eq.~(\ref{eq:bulkshift}),
\begin{equation}
\delta\Phi_p=-D_M+(D_M-D_S)+D_S=0 .
\label{eq:cancel}
\end{equation}
The electron barrier $\Phi_n=E_g-\Phi_p$ is unchanged too, because the gap $E_g$ is.

The work function is a second case. Vacuum contains no atoms, so its potential has no atomic shift. With $\phi=(V_{\rm vac}-\bar V_M)_{\rm surface}-\epsilon_M$, the first term changes by $-D_M$ and the second by $+D_M$. Under the same assumption about the potential between the cores, $\phi$ is unchanged.

If bulk terms from set A are combined with a lineup from set B, the cancellation is lost:
\begin{equation}
\Phi_{\rm mixed}-\Phi_A=L_B-L_A\simeq D_M-D_S .
\label{eq:mixed}
\end{equation}
This error vanishes at leading order if $D_M=D_S$, however large the two shifts are.

\subsection{The part that need not cancel}

Interface atoms lack the bulk symmetry and see a different potential. Let $\Delta W$ be the interface potential minus the bulk potential in the core of such an atom, both for set A, and let $\delta W_a^{\rm int}$ be the potential of its actual density change. With the trial states $U^\dagger\psi$, the new interface Hamiltonian differs from the transformed old one by
\begin{equation}
R=\sum_a\left(\delta W_a^{\rm int}-\delta W_a\right)
-\sum_a\left(U_a^\dagger\Delta W\,U_a-\Delta W\right).
\label{eq:remainder}
\end{equation}
The first sum appears because Eq.~(\ref{eq:unscreen}) subtracts the bulk change, not the interface one. The second appears because the bracket there contains the bulk Hamiltonian. A constant $\Delta W$ cancels from it; a varying one generally does not.

The first sum can contain a double layer. A neutral planar change with dipole $p_a=\int z\,\delta n_a\,dz$, measured from the atom, has
\begin{equation}
\delta W(z)=-\frac{2\pi e^2}{A}\int|z-z'|\,\delta n_a(z')\,dz' .
\end{equation}
To its right this equals $+2\pi e^2p_a/A$, to its left the negative, so the bare step from left to right is $4\pi e^2p_a/A$. The electrons then respond and screen it. Equal core charge thus does not by itself guarantee an equal barrier: interface dipoles and transferability also matter. For this second class of changes, Eq.~(\ref{eq:cancel}) holds up to the response to $R$.

\section{Worked planar model}

\subsection{Model and inputs}

Each column has area $A=0.10\,\mathrm{nm}^2$. The metal has one electron per 0.20\,nm layer, the semiconductor two per 0.40\,nm layer. The ions are Gaussian charge sheets of standard deviation 0.050 and 0.085\,nm. Electrons move along $z$ in the self-consistent Hartree potential, with spin degeneracy, flat in-plane bands and a smearing of 0.05\,eV. The grid spacing, 0.02\,nm, is part of the model and is held fixed. The supercell has 16 metal and 12 semiconductor layers. Its plateau potentials are averaged over 0.8\,nm, a whole number of both layer periods.

Set A is local. Set B mixes two even core functions, $\cos(\pi z/2R)$ and $\cos(3\pi z/2R)$, by a rotation of 0.20\,rad in the metal and $-0.15$\,rad in the semiconductor. The core radii $R$ are 0.08 and 0.12\,nm. This moves 0.12 and 0.18 electrons per atom within the respective cores. Set B also transfers $u=u_0\cos^2(\pi z/2R)$ into the local part, with $u_0=4.0$ and $-2.0$\,eV.

\subsection{Bulk shifts}

The integral of $u$ is $u_0R$, so the local contributions are
\begin{align}
\bar u_M&=\frac{4.0\times0.08}{0.20}=1.600\ \mathrm{eV},\\
\bar u_S&=\frac{-2.0\times0.12}{0.40}=-0.600\ \mathrm{eV}.
\end{align}
Equation~(\ref{eq:planar}) gives core-density contributions of $-0.149$ and $+0.257$\,eV. The signs show electrons moving outward in the metal atoms and inward in the semiconductor atoms. The totals are
\begin{align}
D_M&=1.600-0.149=1.451\ \mathrm{eV},\\
D_S&=-0.600+0.257=-0.343\ \mathrm{eV}.
\end{align}
Separate self-consistent solutions for set B give
\begin{align}
\epsilon_M'-\epsilon_M&=0.890-2.341=-1.451\ \mathrm{eV},\\
\epsilon_S'-\epsilon_S&=2.012-1.669=0.343\ \mathrm{eV}.
\end{align}
These agree with $-D_M$ and $-D_S$ within the asserted 0.1\,meV. The gap is 1.306\,eV for both sets.

\subsection{Lineup and barrier}

The lineup is $-0.012$\,eV for set A and $1.782$\,eV for set B. The change of 1.794\,eV is to be compared with $D_M-D_S=1.451+0.343=1.794$\,eV. The barriers are
\begin{align}
\Phi_p^A&=2.341-0.012-1.669=0.660\ \mathrm{eV},\\
\Phi_p^B&=0.890+1.782-2.012=0.660\ \mathrm{eV}.
\end{align}
Before rounding they differ by 0.14\,meV. The local transfer cancels identically, so the demanding comparison is with the core-density part of the lineup change, $-0.149-0.257=-0.406$\,eV. The remainder is about 0.03\% of its magnitude.

A second route avoids mean potentials. The potential of the central semiconductor cell is repeated periodically to find $E_v$, which is subtracted from the Fermi level of the supercell. This gives 0.662\,eV for both sets, 2\,meV above the lineup result. Lengthening the slabs to 24 metal and 16 semiconductor layers changes the set-A barrier by $-5$\,meV. This single change is not an error bound. The thin metal slab has discrete levels about 0.4\,eV apart, far more than the smearing, and the barrier varies irregularly with thickness: between 14 and 20 metal layers it moves by up to about 20\,meV, while the difference between the two sets stays below 0.3\,meV. The absolute barrier is thus less well determined than the difference between two sets in the same supercell.

Mixing the sets gives
\begin{equation}
\Phi_{\rm mixed}=2.341+1.782-1.669=2.454\ \mathrm{eV},
\end{equation}
which exceeds the gap. An error of this kind need not betray itself so plainly when $D_M-D_S$ is small.

\subsection{Remainder and control}

Rotating the cores of the set-A interface state, before any electronic response, produces a bare plateau step of 45\,meV beyond the bulk shifts. Most of it, about 39\,meV, arises in the metal cores, whose dipoles alternate in sign from layer to layer and decay only slowly toward the slab centre; about 6\,meV arises in the semiconductor cores. An external potential that cancels the first sum in Eq.~(\ref{eq:remainder}) was then added and the interface solved again. The barrier difference from set A went from $+0.14$ to $-0.05$\,meV. The whole first sum, including its bare step of 45\,meV, therefore accounts for only about 0.2\,meV of barrier change once the electrons have responded. This strong suppression is a result for this model; it should not be assumed for another contact.

As a control, the same $u$ was added to the semiconductor atoms of set A without the compensating nonlocal term. Bulk and interface were still treated consistently. The gap rose from 1.306 to 1.823\,eV and the barrier by 0.270\,eV. Consistency removes the arbitrary reference; it does not make potentials with different scattering equivalent.

\subsection{Relation to a real contact}

The 0.20\,nm metal period is close to the (001) plane spacing of aluminium. The 0.40\,nm semiconductor period matches the two-plane repeat of gallium arsenide along [110], not its plane spacing, and the model gap is near the roughly 1.4\,eV of that material. This is not a calculation of that contact. The model has 50 valence electrons per $\mathrm{nm}^3$, several times fewer than either material, and its flat in-plane bands are far from real ones. The effects of in-plane dispersion, exchange-correlation and interface structure on the barrier are not sized here. Other omissions can be estimated with rough inputs: dielectric constant 12, electron mass $0.067m$, donor density $10^{17}\,\mathrm{cm}^{-3}$ and 300\,K. Real devices have band bending and an image force. The estimated depletion width is 90\,nm, and the image force lowers the model's electron barrier of 0.65\,eV by about 40\,meV. The interface field would bend the bands by about 32\,meV over half the semiconductor slab. The tunnelling energy $E_{00}=6.5$\,meV is well below the thermal energy of 26\,meV. Even so, at this doping electrons that tunnel just below the barrier top can carry a current comparable with that passing over it, so purely thermionic emission should not be assumed. A rough spin-orbit splitting of 0.34\,eV raises the valence edge by one third of that, about 0.11\,eV, and would lower the hole barrier from 0.66 to about 0.55\,eV. These corrections far exceed the difference between the two potential sets.

\section{Implementation}

\begin{enumerate}
\item Fix one pseudopotential per element, one functional and one definition of $\bar V$ for all three calculations. If a local exchange-correlation potential is included in $\bar V$, include it everywhere.
\item Compute $\epsilon_M$ and $\epsilon_S$ at the strains of the slab interiors. If a code drops the zero-wavevector part of a potential, the reported average and the eigenvalues must refer to the same convention.
\item Average the supercell potential over whole layer periods, confirm that both plateaus are flat, and apply Eq.~(\ref{eq:barrier}).
\item When changing potentials, recompute all three terms. Compare $\delta L$ with $\delta\epsilon_S-\delta\epsilon_M$, which equals $D_M-D_S$ when the bulk bands agree. By Eq.~(\ref{eq:barrier}) any difference is the change of barrier.
\item If that difference matters, compare the bulk gaps first. A changed gap shows that the potentials describe different bulk electrons. With equal gaps, examine other bulk levels, slab convergence and the interface cores.
\end{enumerate}

The numerical output lists the values to further digits.

\section*{Table of computed values}
\begin{verbatim}
Area per column: 0.10 nm^2
Metal layer period: 0.20 nm
Semiconductor layer period: 0.40 nm
Grid spacing: 0.02 nm
Electronic smearing: 0.05 eV
Supercell layers: 16 metal, 12 semiconductor
metal: valence 1, ion width 0.050 nm, core radius 0.08 nm
metal: rotation 0.20 rad, local peak 4.0 eV
metal: core charge moved: 0.1228 electrons
metal: mean shift from local part: 1.6000 eV
metal: mean shift from core density: -0.1486 eV
metal: total predicted shift D: 1.4514 eV
metal: bulk level minus mean, set A: 2.3413 eV
metal: bulk level minus mean, set B: 0.8899 eV
semi: valence 2, ion width 0.085 nm, core radius 0.12 nm
semi: rotation -0.15 rad, local peak -2.0 eV
semi: core charge moved: 0.1824 electrons
semi: mean shift from local part: -0.6000 eV
semi: mean shift from core density: 0.2570 eV
semi: total predicted shift D: -0.3430 eV
semi: bulk level minus mean, set A: 1.6694 eV
semi: bulk level minus mean, set B: 2.0123 eV
Gap, set A: 1.3057 eV
Gap, set B: 1.3057 eV
Lineup metal minus semiconductor, set A: -0.0123 eV
Lineup metal minus semiconductor, set B: 1.7822 eV
Lineup change, computed: 1.7945 eV
Lineup change, D_metal - D_semi: 1.7944 eV
Hole barrier, set A: 0.6596 eV
Hole barrier, set B: 0.6597 eV
Barrier change B - A: 0.14 meV
Direct supercell barrier, set A: 0.6615 eV
Direct supercell barrier, set B: 0.6616 eV
False barrier, bulk A with interface B: 2.4541 eV
Bare step of core double layers: 44.96 meV
Barrier change after cancelling them: -0.05 meV
Gap, uncompensated control: 1.8233 eV
Barrier change, uncompensated control: 0.2701 eV
Barrier change, 24 + 16 layers: -4.85 meV
3D moment test, integral / formula: 1.00000000 
Rough inputs: eps 12, mass 0.067 m, doping 1e+17 cm^-3, T 300 K
Electron barrier, set A: 0.6461 eV
Depletion width: 89.8 nm
Image-force lowering: 40.3 meV
Band bending over half the slab: 32.5 meV
Tunnelling energy E00: 6.5 meV
Thermal energy: 25.9 meV
Valence-edge rise from rough spin-orbit splitting: 113 meV
\end{verbatim}
